# Blanc's law and electron drift in argon with a molecular admixture

## Question

I need the electron drift velocity in argon containing a few per cent of a polyatomic process gas. I have drift data for both pure gases as functions of $E/N$. Blanc's law seems the natural way to combine them:

$$\frac1W=\frac{1-x}{W_A}+\frac{x}{W_B},$$

where $x$ is the molecular fraction and all three drift velocities are taken at the same $E/N$.

A colleague says that the mixture can be faster than either pure gas. But the molecules scatter electrons more strongly than slow-electron argon does. How can adding scatterers speed up the drift? When does this happen, and can the mixing rule be repaired?

## Answer

Your formula cannot describe such a mixture. It makes $1/W$ a weighted average of $1/W_A$ and $1/W_B$, so $W$ must lie between the pure-gas values. The law adds resistances to motion, which is reasonable if the electrons have the same energies in all three gases. At common $E/N$ they generally do not. The molecules add scattering, but they also cool the electrons, and between a few tenths of an eV and several eV argon scatters cooler electrons much less.

### Where composition enters

Take a steady, uniform swarm with no electron production or loss, isotropic scattering and no electron-electron collisions. Let $z$ point along the drift, so the acceleration $a=eE/m$ is positive. In the two-term approximation the velocity distribution is $f=f_0(v)+f_1(v)\cos\theta$, and the Boltzmann equation is $a\,\partial f/\partial v_z=C[f]$, with

$$\frac{\partial}{\partial v_z}=\cos\theta\,\frac{\partial}{\partial v}+\frac{\sin^2\theta}{v}\frac{\partial}{\partial\cos\theta}.$$

Isotropic scattering destroys the directed part at the rate $Nv\sigma$. Here

$$\sigma=(1-x)\sigma_A+x\sigma_B$$

is the total momentum-transfer cross-section. Projecting on $\cos\theta$ gives

$$a\frac{df_0}{dv}=-Nv\sigma f_1 .$$

The drift speed is the mean of $v\cos\theta$. Since $\cos^2\theta$ averages to $1/3$,

$$W=\frac{4\pi}{3n}\int v^3f_1\,dv=-\frac{4\pi a}{3nN}\int\frac{v^2}{\sigma}\frac{df_0}{dv}\,dv .$$

Now measure energy $\varepsilon$ in eV, so that $v=\gamma\sqrt\varepsilon$ with $\gamma=\sqrt{2e/m}$ and $a=\gamma^2E/2$. Define $F=2\pi\gamma^3f_0/n$. Because $v^2dv=\gamma^3\sqrt\varepsilon\,d\varepsilon/2$, the normalisation $4\pi\int v^2f_0\,dv=n$ becomes $\int\sqrt\varepsilon\,F\,d\varepsilon=1$. Substitution gives

$$W=-\frac{\gamma}{3}\frac EN\int_0^\infty\frac{\varepsilon}{\sigma}\,F'(\varepsilon)\,d\varepsilon. \tag{1}$$

Composition acts twice: directly through $\sigma$, and indirectly through $F$.

### What determines the energies

Averaging the Boltzmann equation over angle gives the field term $(a/3v^2)\,d(v^2f_1)/dv$. The field therefore carries electrons upward through speed $v$ at the rate $4\pi v^2af_1/(3n)$ per electron. Inserting $f_1$ and dividing by $N\gamma$ turns this flux into $-(E/N)^2\varepsilon F'/(3\sigma)$.

Recoil carries electrons down. An elastic deflection by $\theta$ gives a heavy atom at rest the energy $(2m/M)\varepsilon(1-\cos\theta)$, which averages to $(2m/M)\varepsilon$. Multiplying by the collision rate and the electron density in energy gives a downward flux $\varepsilon^2rF$, again divided by $N\gamma$, with

$$r=(1-x)\frac{2m}{M_A}\sigma_A+x\frac{2m}{M_B}\sigma_B .$$

Thermal gas motion adds $\varepsilon^2r\,kT\,F'$, with $kT$ in eV; this coefficient makes the flux vanish for a Maxwellian at the gas temperature. If $J$ is the net downward flux from vibrational collisions, the steady balance is

$$\frac{(E/N)^2\varepsilon}{3\sigma}F'+\varepsilon^2r\,(F+kT\,F')+J=0. \tag{2}$$

For one level of threshold $U$, electrons lose $U$ to ground-state molecules and regain it from excited ones. With populations $p_0$ and $p_1=p_0e^{-U/kT}$, detailed balance between the two processes gives

$$J(\varepsilon)=x\int_{\max(\varepsilon,U)}^{\varepsilon+U}\varepsilon'\sigma_v(\varepsilon')\,[p_0F(\varepsilon')-p_1F(\varepsilon'-U)]\,d\varepsilon'.$$

In pure argon below its excitation threshold, $J=0$ and $r=2m\sigma_A/M_A$. Equation (2) then gives the Davydov distribution:

$$\frac{F'}{F}=-\left[kT+\frac{M_A(E/N)^2}{6m\,\varepsilon\,\sigma_A^2}\right]^{-1}.$$

The large ratio $M_A/m$ lets even a weak field heat argon electrons far above the gas temperature. A vibrational collision removes far more energy than a recoil, so a trace of molecules can change $F$ greatly while hardly changing $\sigma$ at the original energies.

### Added scattering alone cannot beat Blanc's law

Your objection can be made precise. Hold both $F$ and $E/N$ fixed, and suppose $F'\le0$. Then $w=-(\gamma/3)(E/N)\,\varepsilon F'$ is non-negative, and

$$W=\int\frac w\sigma\,d\varepsilon,\qquad A=\int\frac w{\sigma_A}\,d\varepsilon,\qquad B=\int\frac w{\sigma_B}\,d\varepsilon .$$

Here $A$ and $B$ are pure-gas drift integrals evaluated on the same $F$. The Cauchy-Schwarz inequality gives

$$W^2=\left(\int\sqrt{\frac w{\sigma_A}}\;\frac{\sqrt{w\sigma_A}}\sigma\,d\varepsilon\right)^2\le A\int\frac{w\sigma_A}{\sigma^2}\,d\varepsilon,$$

and likewise with $B,\sigma_B$. Divide these inequalities by $A$ and $B$, weight them by $1-x$ and $x$, and add. The cross-sections on the right combine to $\sigma$:

$$W^2\left(\frac{1-x}{A}+\frac xB\right)\le\int\frac{w\sigma}{\sigma^2}\,d\varepsilon=W.$$

Hence

$$\frac1W\ge\frac{1-x}{A}+\frac xB. \tag{3}$$

At common $F$, mixing gives at most the Blanc value. A drift above both pure-gas values therefore needs a change in $F$.

The condition $F'\le0$ follows from (2) whenever $J\ge0$. In a cold gas $p_1=0$, so this is evident. For the two pure gases and the best mixture below, it was tested numerically at 300 K.

### Why cooling can increase drift

A single-energy picture shows the competition. Balance of momentum and of energy in a cold gas gives

$$W=\frac em\frac{E/N}{v\sigma},\qquad \frac EN\,W=vL, \tag{4}$$

where $L$ is the sum of cross-section times energy loss, with energy in eV. Eliminating $W$, and using $v^2=2e\varepsilon/m$, gives $(E/N)^2=2\varepsilon\sigma L$. Eliminating $E/N$ instead gives

$$W^2=\frac em\frac L\sigma=\frac{\xi v^2}{2},\qquad \xi=\frac{L}{\varepsilon\sigma}. \tag{5}$$

Here $\xi$ is the mean fraction of energy lost per momentum-transfer collision. Molecules reduce $v^2$ but raise $\xi$. The drift increases if $\xi$ rises by the larger factor.

For the first trace of molecules, define at the pure-argon energy

$$s=\frac{d\ln\sigma_A}{d\ln\varepsilon},\qquad q=\frac{\sigma_B}{\sigma_A},\qquad R=\frac{L_B}{L_A},$$

and let $\delta=d\ln\varepsilon/dx$ at fixed $E/N$. Since $L_A\propto\varepsilon\sigma_A$,

$$\frac{d\ln\sigma}{dx}=s\delta+q-1,\qquad \frac{d\ln L}{dx}=(1+s)\delta+R-1.$$

The product $\varepsilon\sigma L$ is fixed, so its logarithmic derivative vanishes:

$$\delta+(s\delta+q-1)+[(1+s)\delta+R-1]=0,\qquad \delta=-\frac{R+q-2}{2(1+s)} .$$

From (4), $W\propto1/(\sqrt\varepsilon\,\sigma)$ at fixed field. Therefore

$$\frac{d\ln W}{dx}=-\left(\tfrac12+s\right)\delta-(q-1)=\frac{(1+2s)(R+q-2)}{4(1+s)}-(q-1). \tag{6}$$

For $s>-1$ and very large $R$, the drift rises if $s>-1/2$, meaning that the argon collision frequency, proportional to $\sqrt\varepsilon\,\sigma_A$, falls on cooling. From its Ramsauer minimum up to several eV, argon has $s>0$. The steep rise above the minimum strengthens the effect, but even a flat cross-section, $s=0$, allows the drift to increase.

Equation (6) shows why the mixture overtakes pure argon. To beat the pure molecular gas as well, that gas must be slow at the same field, here because it scatters strongly.

### A worked case at 0.3 Td

Take 300 K and 10 Torr, where 0.3 Td is 0.97 V/cm. The argon model, with $\varepsilon$ in eV, is

$$\frac{\sigma_A}{\text{Å}^2}=0.1+\frac{1.5\,\varepsilon^2}{\varepsilon+0.3}+7e^{-\varepsilon/0.04},$$

with a minimum of 0.27 Å$^2$ near 0.21 eV. The model molecule has a constant total $\sigma_B=10$ Å$^2$. This includes one vibrational process with $U=0.15$ eV and $\sigma_v=2\sqrt{1-U/\varepsilon}$ Å$^2$ above threshold. The masses are 40 and 44 u. These are round parameters, not evaluated data; in particular, the momentum-transfer minimum of real argon is deeper, near 0.1 Å$^2$ at about 0.23 eV.

Solving (2) and inserting $F$ in (1) gives 2205 m/s in pure argon and 3154 m/s in the pure molecular gas. The maximum lies at $x=2.43\%$:

$$W=26\,100\ \text{m/s}=2.61\ \text{cm/µs},$$

which is 8.3 times the faster pure-gas value. At this composition, Blanc's law at common $E/N$ gives

$$\left(\frac{0.9757}{2205}+\frac{0.0243}{3154}\right)^{-1}\approx2220\ \text{m/s},$$

too small by a factor of about 12. The excess does not need percentages of admixture: a mixture with 0.031% molecules is already faster than both pure gases.

The two roles of composition can now be separated. If the mixture's $\sigma$ is used with pure argon's $F$, the drift falls from 2205 to 2053 m/s. This is the slowing you expected. Replacing that $F$ by the mixture's own then raises the drift to 26,100 m/s. The mean energy has fallen from 1.36 to 0.192 eV, close to the argon minimum, and vibration takes 99.9% of the power supplied by the field.

On the mixture's $F$, the pure-gas integrals are $A=42\,500$ and $B=1840$ m/s. Their Blanc combination is 27,600 m/s. The actual drift is 5.6% below it, on the side required by (3).

Equation (5) gives another reading. Relative to pure argon, $W^2$ has risen by $(26\,100/2205)^2\approx140$, while the mean energy has fallen by a factor of 7.0. If mean energies are inserted in the single-energy relation, the effective $\xi$ has risen by a factor of about $140\times7.0$, roughly a thousand.

The comparison with the pure molecular gas is different. Its electrons are cooler still, with mean energy 0.060 eV, but they meet 10 Å$^2$ per molecule. Near 0.2 eV the mixture has only

$$0.976\times0.27+0.0243\times10\approx0.51\ \text{Å}^2$$

per gas particle. Adding many more molecules gives up this weak scattering.

For the initial rise, the single-energy values are $s=1.10$, $q=4.30$ and $R=2585$. Equation (6) gives

$$\frac{3.20\times2587}{4\times2.10}-3.30\approx982 .$$

The Boltzmann solution gives 1490 for the relative rise per unit molecular fraction, measured between $x=0$ and $10^{-5}$. The simple picture has the right sign and order of magnitude, but it is not a quantitative replacement for the energy distribution.

### Cases that separate the causes

First let both collision frequencies be constant: $\sigma_k=c_k/\sqrt\varepsilon$, so $s=-1/2$. Integration by parts gives $\int\varepsilon^{3/2}F'd\varepsilon=-\frac32\int\sqrt\varepsilon\,F\,d\varepsilon=-\frac32$, and (1) becomes

$$W=\frac{\gamma}{2c}\frac EN,\qquad c=(1-x)c_A+xc_B.$$

Thus $1/W$ is linear in $x$ whatever happens to $F$, and Blanc's law at common $E/N$ is exact within (1). With $c_A=6$ and $c_B=10$ Å$^2$ eV$^{1/2}$, a 2% admixture at 0.3 Td cools the electrons from 0.494 to 0.073 eV. The computed drift is 1462 m/s and the law gives 1463 m/s. Cooling alone is not enough; the collision frequency must respond to it.

The other cases compare the largest drift among 17 mixtures, from 0.01% to 90% molecules, with the faster pure gas:

- At 0.3 Td the full model gives a ratio of 8.18 on this coarse scan.
- With the vibrational process removed and total $\sigma_B$ held fixed, the ratio is 1.000.
- With argon's cross-section replaced by a flat 3 Å$^2$, it is 2.37. With a flat 1 Å$^2$ it is about 4.1, and with a flat 0.27 Å$^2$, close to the argon minimum, still only a little above 4. A smaller cross-section raises the mixture's peak drift, but it also speeds up the pure atomic gas (to about 7600 m/s at 0.27 Å$^2$), so the ratio levels off. That last case is only formal: without excitation its pure-gas electrons average about 13 eV, above argon's excitation threshold. Argon's rise with energy adds to the excess by keeping the hot pure gas slow, but such a rise is not required for an excess.
- In the full model at 0.1, 0.03 and 0.0001 Td, it is 7.78, 3.63 and 0.999.

The last value is the near-thermal limit. All the distributions approach the same Maxwellian, so (3) applies and the excess disappears.

The factor of 8 should not be carried to higher fields either. In this model the ratio falls to about 4 at 1 Td and about 1.1 at 10 Td, mainly because the pure molecular gas itself becomes fast. At 10 Td the model no longer describes argon: about 15% of the pure-argon electrons would lie above the 11.5 eV excitation threshold, which it omits. Once electronic excitation cools argon efficiently, $L_A$ is also no longer the recoil loss used in (6).

### A better mixing rule

In the single-energy picture, $(E/N)/W=(m/e)v\sigma$. At fixed energy this is additive in composition. So choose fields $(E/N)_A$ and $(E/N)_B$ that give each pure gas the mixture's mean energy, and use

$$\frac{E/N}{W}=(1-x)\frac{(E/N)_A}{W_A}+x\frac{(E/N)_B}{W_B}. \tag{7}$$

This is Blanc's law for reduced mobility at common mean energy. Here the required fields are 0.0066 Td in argon and 7.3 Td in the molecular gas, on opposite sides of the mixture's 0.3 Td. Equation (7) then gives 24,400 m/s, 6.6% below the Boltzmann result. It is approximate for two reasons. Equal mean energies do not imply equal distributions. Even with equal distributions, (3) makes the rule an upper bound: on the mixture's own $F$ it would give the 27,600 m/s found above.

The mean energy used in this comparison came from the mixture calculation. Without that calculation, you need the mean energy in each pure gas as a function of $E/N$, which drift data alone do not give. The same picture then adds the power losses:

$$\frac EN\,W=(1-x)\left(\frac EN\right)_AW_A+x\left(\frac EN\right)_BW_B.$$

Scan the common mean energy until this relation and (7) give your actual $E/N$. I have not measured the accuracy of this closed procedure. When the drift matters, solve the Boltzmann equation for the mixture.

### How far to trust the example

At the best composition, a Monte Carlo calculation without the two-term assumption gives 25,900 m/s in a cold gas, against 26,200 m/s from the two-term equation. Setting the gas temperature to zero changes the two-term drift by 0.3% relative to 300 K. Argon excitation is negligible in the pure-argon model at this field: $F(11.5\ \text{eV})/F(0)$ is about $10^{-86}$.

The molecular parameters are only loosely modelled on carbon dioxide. The real gas scatters very slow electrons much more strongly, so at 0.3 Td its pure-gas drift is well below the model's 3154 m/s. As an illustration, double $\sigma_B$ while holding $x$ and the mixture's $F$ fixed; the real increase for slow electrons can be larger. Then $B$ halves, and the ceiling set by (3) drops from 27,600 to about 20,300 m/s. In reality $F$ and the best composition would also shift. Further molecular levels, attachment and anisotropic scattering are omitted too.

The example describes a weak-field swarm. It should not be carried to a self-sustained discharge, where the field and the electron energies are much higher. Even at weak field, electron-electron collisions matter if enough electrons are present. A rough Coulomb cross-section is $4\pi b^2\ln\Lambda$, with $b=e/(8\pi\epsilon_0\varepsilon)$ for $\varepsilon$ in eV. Taking $\ln\Lambda=10$ and equating its collision rate to the vibrational one at the mixture's mean energy gives an ionisation degree near $10^{-7}$. Neglecting these collisions requires a degree well below that. The figure belongs to the mixture, with electrons of about 0.19 eV. In pure argon the electrons are hotter and the Coulomb cross-section is smaller, but only the weak recoil loss competes with it. The same estimate, made with the recoil energy-loss rate at 1.36 eV, gives a stricter limit, near $10^{-8}$. As a measure of sensitivity to the shape of the distribution, replacing the mixture's $F$ in (7) by pure-gas distributions of the same mean energy lowers the result from 27,600 to 24,400 m/s, or by 12%. Electron-electron collisions can also change the mean energy, so this is not an error bound.

The numerical output below lists the main values.

## Numbers as computed

```
Reduced field: 0.3 Td; gas temperature: 300 K
Field at 10 Torr: 0.966 V/cm
Vibrational threshold: 0.15 eV; kT: 0.02585 eV
Argon cross-section minimum: 0.266 A^2
Energy of that minimum: 0.208 eV
Molecular momentum cross-section: 10.0 A^2
Vibrational cross-section at 1 eV: 1.844 A^2
Drift, pure argon: 2205 m/s
Drift, pure argon, Davydov: 2205 m/s
Drift, pure molecular gas: 3154 m/s
Molecular fraction at maximum: 2.43 %
Maximum drift: 26099 m/s = 2.610 cm/us
Maximum / larger pure-gas drift: 8.28
Blanc at common E/N: 2221 m/s
First scanned fraction above both gases: 0.0306 %
Mean energy, argon: 1.355 eV
Mean energy, molecular gas: 0.0601 eV
Mean energy at maximum: 0.1924 eV
Power into vibration at maximum: 99.89 %
Power into recoil at maximum: 0.11 %
Argon drift integral on mixture F: 42472 m/s
Molecular drift integral on mixture F: 1843 m/s
Blanc on common mixture F: 27643 m/s
Mixture scattering on pure-argon F: 2053 m/s
Equal-energy field, argon: 0.00659 Td
Equal-energy field, molecular gas: 7.278 Td
Blanc at common mean energy: 24365 m/s
Single-energy argon: 1.741 eV, 2898 m/s
Log slope s of argon cross-section: 1.098
Scattering ratio q: 4.297; loss ratio R: 2585
Initial dlnW/dx, formula: 982.1; roots: 982.1
Initial dlnW/dx, Boltzmann: 1491
Constant-frequency control, mean energy: 0.494 to 0.073 eV
Same control, drift: 1462; Blanc: 1463 m/s
Scanned excess ratio, full model: 8.18
Scanned excess ratio, no vibration: 1.000
Scanned excess ratio, flat 3 A^2 argon: 2.37
Scanned excess ratio at 0.0001 Td: 0.9987
Scanned excess ratio at 0.03 Td: 3.63
Scanned excess ratio at 0.1 Td: 7.78
Cold-gas drift, two-term: 26186 m/s
Cold-gas drift, Monte Carlo: 25899 m/s
Cold-gas mean energy, two-term: 0.1911 eV
Cold-gas mean energy, Monte Carlo: 0.1914 eV
Drift change, cold gas vs 300 K: 0.33 %
Largest drift change on finer grid: 0.014 %
log10 F(11.5 eV)/F(0), pure argon: -86
Coulomb logarithm assumed: 10
Ionisation degree where e-e rivals vibration: 1.2e-07
```
